\section*{Slonczewski's Biquadratic Coupling from Atomic Terraces}

\section{Biquadratic coupling from a fluctuating bilinear coupling}

Suppose that a spacer between two ferromagnetic films couples them with $+0.22$ mJ/m$^2$ on half of its area and with $-0.18$ mJ/m$^2$ on the other half, because its thickness differs by one atomic layer. A positive sign favours parallel magnetizations. The average is $+0.02$ mJ/m$^2$, and a description that keeps only this average predicts parallel films. If only exchange resists the rotation of the magnetization, the energy minimum for the film parameters used below lies instead near $65^\circ$. The average misses the energy gained when each film turns slightly, from terrace to terrace, towards the locally preferred alignment. To leading order that gain is largest when the mean directions are perpendicular, and it acts as a biquadratic coupling.

\subsection{The average and what it omits}

Let $\mathbf m_1,\mathbf m_2$ be unit magnetization vectors lying in the film plane, with angles $\phi_1,\phi_2$. The local coupling energy per area is
\begin{equation}
e_c=-J(x)\,\mathbf m_1\cdot\mathbf m_2=-J(x)\cos(\phi_1-\phi_2).
\label{eq:local}
\end{equation}
We assume that $J$ at a point is set by the spacer thickness there, which requires terraces wide compared with that thickness. If a spacer of $n$ atomic layers has coupling $J_n$ and covers the area fraction $p_n$, then
\begin{equation}
\bar J=\sum_n p_nJ_n,\qquad
\langle(\delta J)^2\rangle=\sum_n p_n(J_n-\bar J)^2,
\label{eq:average}
\end{equation}
where $\delta J(x)=J(x)-\bar J$ and $\langle\cdots\rangle$ is an average over the interface. If both films are rigid, $\phi_1-\phi_2=\theta$ everywhere, and averaging \eqref{eq:local} gives $-\bar J\cos\theta$. The variance does not enter. With the purely bilinear local coupling \eqref{eq:local}, the fluctuations can therefore produce a biquadratic term only if the films respond to $\delta J$.

\subsection{Energy of deformable films}

Film $i$ has exchange stiffness $A_i$ and thickness $D_i$. The coordinate $z$ runs from the spacer, $z=0$, to the free outer surface, $z=D_i$. The terraces are stripes, so all quantities depend on $x$ and $z$. Anisotropy and dipolar fields are left out, including those of the magnetic charges created by a nonuniform rotation, and the stepped interface is treated as flat. For in-plane magnetization $|\nabla\mathbf m_i|^2=|\nabla\phi_i|^2$, so the energy per area is
\begin{equation}
E=\sum_{i=1}^2 A_i\int_0^{D_i}\!dz\,\langle|\nabla\phi_i|^2\rangle
-\langle J\cos(\phi_1-\phi_2)\rangle_{z=0}.
\label{eq:functional}
\end{equation}

Write $\phi_i=\theta_i+u_i$, where $\theta_i$ is the mean angle at the interface. Then $\langle u_i\rangle=0$ at $z=0$. With $\theta=\theta_1-\theta_2$ and $w=(u_1-u_2)_{z=0}$, the expansion $\cos(\theta+w)=\cos\theta-w\sin\theta-\tfrac12w^2\cos\theta+\dots$ gives
\begin{equation}
-\langle J\cos(\theta+w)\rangle=-\bar J\cos\theta
+\sin\theta\,\langle\delta J\,w\rangle
+\tfrac12\cos\theta\,\langle Jw^2\rangle+\dots
\label{eq:expand}
\end{equation}
In the second term $\langle Jw\rangle=\langle\delta J\,w\rangle$ because $\langle w\rangle=0$. Since $w$ is itself proportional to $\delta J$, the second term is of second order in the coupling and the third is of third order, counting $\bar J$ and $\delta J$ alike as small. We drop the third term now and return to it below.

\subsection{Response of one film}

Vary $u_i$ at fixed interface values. Integration by parts gives
\begin{equation}
\delta\!\int|\nabla u_i|^2=-2\int\delta u_i\,\nabla^2u_i
+2\oint\delta u_i\,\partial_nu_i .
\end{equation}
This vanishes for every permitted $\delta u_i$ if $\nabla^2u_i=0$ inside the film and $\partial_zu_i=0$ at $z=D_i$. Expand the drive and the response in harmonics,
\begin{equation}
\delta J=\sum_{k>0}j_k\,c_k(x),\qquad
u_i(x,0)=\sum_{k>0}a_{ik}\,c_k(x),
\label{eq:modes}
\end{equation}
with $c_k=\cos(kx-\alpha_k)$ and $\langle c_kc_{k'}\rangle=\tfrac12\delta_{kk'}$. A component of $u_i$ shifted by a quarter period from $c_k$ would cost exchange energy without coupling to $\delta J$, so it is zero. Laplace's equation and the free surface fix the depth profile:
\begin{equation}
u_i(x,z)=\sum_k a_{ik}\,c_k(x)\,\frac{\cosh k(D_i-z)}{\cosh kD_i}.
\label{eq:profile}
\end{equation}
For $k=0$ the same conditions allow only a constant, which $\langle u_i\rangle=0$ removes.

The exchange energy follows from another integration by parts. The interior term vanishes, and at $z=0$ the outward normal is $-\hat z$:
\begin{equation}
A_i\int_0^{D_i}\!dz\,\langle|\nabla u_i|^2\rangle
=-A_i\langle u_i\partial_zu_i\rangle_{z=0}
=\tfrac12\sum_kK_{ik}a_{ik}^2,
\qquad K_{ik}=A_ik\tanh kD_i .
\label{eq:stiffness}
\end{equation}
The factor $\tfrac12$ is $\langle c_k^2\rangle$. The modal stiffness $K_{ik}$ has the dimension of a coupling energy per area. It tends to $A_ik$ in a thick film, where the rotation decays within a depth $1/k$, and to $A_iD_ik^2$ in a thin film, which rotates through its whole thickness.

\subsection{Elimination of the rotations}

Inserting \eqref{eq:modes} and \eqref{eq:stiffness} into the energy gives
\begin{equation}
E=-\bar J\cos\theta+\sum_k\Big[\tfrac12K_{1k}a_{1k}^2+\tfrac12K_{2k}a_{2k}^2
+\tfrac12j_k\sin\theta\,(a_{1k}-a_{2k})\Big].
\label{eq:quadratic}
\end{equation}
Setting the derivatives with respect to $a_{1k}$ and $a_{2k}$ to zero yields
\begin{equation}
a_{1k}=-\frac{j_k\sin\theta}{2K_{1k}},\qquad
a_{2k}=+\frac{j_k\sin\theta}{2K_{2k}}.
\label{eq:response}
\end{equation}
For $0<\theta<\pi$, each harmonic of the relative angle is opposite in sign to the same harmonic of $\delta J$: a coupling more favourable to parallel alignment reduces the angle, as it should. Substitution into the bracket of \eqref{eq:quadratic} gives
\begin{equation}
\underbrace{\frac{j_k^2\sin^2\theta}{8}\sum_i\frac1{K_{ik}}}_{\text{exchange cost}}
-\underbrace{\frac{j_k^2\sin^2\theta}{4}\sum_i\frac1{K_{ik}}}_{\text{coupling gain}}
=-\frac{j_k^2\sin^2\theta}{8}\sum_i\frac1{K_{ik}} .
\end{equation}
The gain is twice the cost. With the mean square $m_k=\langle(j_kc_k)^2\rangle=j_k^2/2$, the result is
\begin{equation}
\boxed{E(\theta)=-\bar J\cos\theta-B\sin^2\theta,\qquad
B=\sum_{k>0}\frac{m_k}{4k}\sum_{i=1}^2\frac{\coth kD_i}{A_i}>0.}
\label{eq:main}
\end{equation}
Because $-B\sin^2\theta=-B+B(\mathbf m_1\cdot\mathbf m_2)^2$, this is a biquadratic coupling that favours perpendicular films. Its sign does not depend on the sign of $\delta J$. The torque that drives the local rotations is proportional to $\sin\theta$, and the energy gained is quadratic in that torque. Collinear films feel no such torque and, for the small rotations considered here, gain nothing.

The fractions $p_n$ determine $\bar J$ but not $B$, which also depends on the lateral scale of the terraces through $k$. For two levels $J_a,J_b$ on stripes of period $P$, with $J_a$ on the fraction $f$, the complex Fourier coefficient at $k=2\pi n/P$ is
\begin{equation}
\frac1P\int_0^{fP}(J_a-J_b)e^{-ikx}dx
=(J_a-J_b)\frac{1-e^{-2\pi inf}}{2\pi in}.
\end{equation}
Since $|1-e^{-2\pi inf}|=2|\sin\pi nf|$, and $\pm n$ contribute equally,
\begin{equation}
m_n=2(J_a-J_b)^2\frac{\sin^2(\pi nf)}{(\pi n)^2}.
\label{eq:mn}
\end{equation}

\subsection{Equal terraces and two limits}

Take identical films and terraces of equal width $L$ with $J=\bar J\pm\Delta J$. Then $P=2L$, $k=n\pi/L$, $f=\tfrac12$ and $J_a-J_b=2\Delta J$. Equation \eqref{eq:mn} gives $m_n=8(\Delta J)^2/(\pi n)^2$ for odd $n$ and zero for even $n$. Equation \eqref{eq:main} becomes
\begin{equation}
B=\sum_{n\ \rm odd}\frac{8(\Delta J)^2}{\pi^2n^2}\,\frac{L}{4\pi n}\,
\frac{2}{A}\coth\frac{n\pi D}{L}
=\frac{4(\Delta J)^2L}{\pi^3A}\sum_{n\ \rm odd}\frac{1}{n^3}\coth\frac{n\pi D}{L}.
\label{eq:stripes}
\end{equation}
The term $n=1$ dominates. Because the hyperbolic cotangent decreases with its argument, the other terms together add at most the fraction $\sum_{n=3,5,\dots}n^{-3}\simeq0.05$ of it.

For $D\gg L$ every hyperbolic cotangent tends to 1. Removing the even terms from $\zeta(3)=\sum n^{-3}$ leaves $(1-\tfrac18)\zeta(3)$, so that
\begin{equation}
B\to\frac{7\zeta(3)}{2\pi^3}\frac{(\Delta J)^2L}{A}.
\label{eq:thick}
\end{equation}
For $D\ll L$ use $\coth y\simeq1/y$ and $\sum_{\rm odd}n^{-4}=(1-\tfrac1{16})\pi^4/90=\pi^4/96$:
\begin{equation}
B\to\frac{4(\Delta J)^2L}{\pi^3A}\,\frac{L}{\pi D}\,\frac{\pi^4}{96}
=\frac{(\Delta J)^2L^2}{24AD}.
\label{eq:thin}
\end{equation}
High harmonics violate $n\pi D/L\ll1$ but do little harm. From $0<\coth y-1/y<y/3$ and $\sum_{\rm odd}n^{-2}=\pi^2/8$, the omitted part is positive and smaller than $4(D/L)^2$ times \eqref{eq:thin}.

\subsection{Equilibrium angle}

From \eqref{eq:main},
\begin{equation}
\frac{dE}{d\theta}=\sin\theta\,(\bar J-2B\cos\theta).
\end{equation}
If $|\bar J|<2B$ there is a canted solution,
\begin{equation}
\cos\theta_0=\frac{\bar J}{2B},\qquad
E(\theta_0)=-B-\frac{\bar J^2}{4B}.
\label{eq:canted}
\end{equation}
It is a minimum, because $E''(\theta_0)=\bar J\cos\theta_0-2B\cos2\theta_0=2B\sin^2\theta_0>0$. It lies below the better collinear state by $(2B-|\bar J|)^2/(4B)$. If $|\bar J|>2B$, the films are parallel for $\bar J>0$ and antiparallel for $\bar J<0$.

Since $B$ is of order $(\Delta J)^2/K$, with $K$ the stiffness of the first harmonic, canting within this theory requires $|\bar J|$ to be smaller than $\Delta J$ by a factor of order $\Delta J/K$. It occurs where positive and negative terraces nearly balance.

\subsection{Where the expansion fails}

The rotations must be small, which by \eqref{eq:response} means $\Delta J\ll K$. Wide terraces and thin films lower $K$ and eventually violate this condition. The films then follow the preferred alignment almost fully, and the growth of $B$ with $L$ in \eqref{eq:stripes} cannot be continued.

The first corrections can be found for identical films with equal terraces. Restore $\tfrac12\cos\theta\langle Jw^2\rangle$ from \eqref{eq:expand}. A shift by $L$ reverses both $\delta J$ and $w$, so $\langle\delta J\,w^2\rangle=0$ and only $\bar J$ contributes. By symmetry $a_{1k}=-a_{2k}=w_k/2$, and the energy of one harmonic is
\begin{equation}
\tfrac14(K_k+\bar J\cos\theta)w_k^2+\tfrac12j_k\sin\theta\,w_k .
\end{equation}
Its minimum is at $w_k=-j_k\sin\theta/(K_k+\bar J\cos\theta)$. With $j_k^2=2m_k$, the term $-B\sin^2\theta$ is replaced by
\begin{equation}
-\sin^2\theta\sum_k\frac{m_k}{2(K_k+\bar J\cos\theta)}
\simeq-B\sin^2\theta+C\cos\theta\sin^2\theta,\qquad
C=\bar J\sum_k\frac{m_k}{2K_k^2}.
\label{eq:C}
\end{equation}
The mean coupling stiffens the relative angle when $\bar J\cos\theta>0$ and softens it when $\bar J\cos\theta<0$. The simple form \eqref{eq:main} therefore also needs $|\bar J|\ll K$.

Another correction survives at $\bar J=0$. We evaluate it only at $\theta=90^\circ$; at other angles a further term of the same order enters. At $90^\circ$ the coupling energy is $\langle\delta J\sin w\rangle$, whose cubic part is $-\langle\delta J\,w^3\rangle/6$. To leading order it may be evaluated with the linear response, since the energy is stationary there. On equal terraces $w$ vanishes at the terrace edges by symmetry and has the opposite sign to $\delta J$ between them, so this term is positive and reduces the gain. It scales as $(\Delta J)^4$, so the relative error of $B$ scales as $(\Delta J)^2$.

The meaning of $\theta$ matters as well. If the volume average of each film's angle is held fixed instead of the interface average, the mean torque $T$ twists the film uniformly in $x$. In the counting of \eqref{eq:expand}, where $B\ll|\bar J|$, it is $T=\bar J\sin\theta$. For film 1, minimize $A\int_0^D u'^2dz+Tu(0)$ with $\int_0^D u\,dz=0$. The constraint makes $u''$ constant, and the end conditions are $u'(D)=0$ and $2Au'(0)=T$, so $u'=T(D-z)/(2AD)$. Integrating and imposing zero average gives $u(0)=-TD/(6A)$. At the minimum of a quadratic energy half of the linear term remains, $Tu(0)/2=-T^2D/(12A)$. Film 2 feels the opposite torque and gains energy in the same way, so the addition is
\begin{equation}
-\frac{\bar J^2\sin^2\theta}{12}\sum_i\frac{D_i}{A_i}.
\label{eq:twist}
\end{equation}
It also varies as $\sin^2\theta$ but comes from the mean coupling, not from terraces. When $2B$ is comparable to $|\bar J|$, as in the canted regime, $\bar J\sin\theta$ must be replaced by the total torque $dE/d\theta=\sin\theta\,(\bar J-2B\cos\theta)$, and the addition is no longer a pure $\sin^2\theta$. At the free equilibrium without an applied field, the total mean torque on each film, including the part from the terraces, vanishes. The angle averaged over $x$ is then independent of $z$, and the two averages coincide.

\subsection{A canted pair of films}

Take round model values $A=10$ pJ/m, $D=3$ nm and $L=20$ nm with the couplings of the opening paragraph. Then $\bar J=(0.22-0.18)/2=0.02$ mJ/m$^2$ and $\Delta J=(0.22+0.18)/2=0.20$ mJ/m$^2$. The first harmonic has $k=\pi/L=0.157$ nm$^{-1}$ and $kD=0.471$. Since 1 pJ/m divided by 1 nm is 1 mJ/m$^2$,
\begin{equation}
K=10\times0.157\times\tanh0.471=0.690\ \text{mJ/m}^2 .
\end{equation}
Its contribution to $B$ is
\begin{equation}
\frac{m_1}{2K}=\frac{8(0.20)^2/\pi^2}{2\times0.690}=0.0235\ \text{mJ/m}^2,
\end{equation}
and all harmonics together give $B=0.0241$ mJ/m$^2$, or $1.55\times10^{-8}$ hartree/bohr$^2$. The thin-film formula \eqref{eq:thin} gives 0.0222 mJ/m$^2$. The thick-film formula \eqref{eq:thick} gives 0.0109 mJ/m$^2$, less than half of $B$, because these films are much thinner than the terraces are wide.

Although $B$ is far smaller than $\Delta J$, $2B=0.0482$ mJ/m$^2$ exceeds $\bar J$. Equation \eqref{eq:canted} gives $\cos\theta_0=0.02/0.0482=0.415$ and $\theta_0=65.5^\circ$. Direct minimization of \eqref{eq:functional} on a grid in $x$ and $z$, with the full cosine and no harmonic expansion, gives $64.6^\circ$. The minimum energy is $-0.0282$ mJ/m$^2$ by the formula and $-0.0276$ mJ/m$^2$ on the grid, against $-0.0200$ mJ/m$^2$ for parallel films.

On the grid, the local relative angle is $47^\circ$ at the centre of a positive terrace and $82^\circ$ at the centre of a negative one. The preferred values are $0^\circ$ and $180^\circ$, so the films follow only in part. Linear response predicts rotations of $\mp18.4^\circ$ about the mean; the grid gives $-17.2^\circ$ and $+17.7^\circ$.

The correction \eqref{eq:C} has $C=0.0007$ mJ/m$^2$. Adding $C(\cos\theta-\cos^3\theta)$ to the energy shifts $\cos\theta_0$ by about $-C(1-3\cos^2\theta_0)/(2B)=-0.007$, which raises the angle by $0.4^\circ$. The grid angle is lower than \eqref{eq:canted}, so the remaining nonlinearity must outweigh this shift. Its direction agrees with the reduction of $B$ found above: at $\bar J=0$ and $\theta=90^\circ$, the grid value of $B$ falls below second-order theory by 0.7\% for $\Delta J=0.1$ mJ/m$^2$ and by 2.7\% for $0.2$ mJ/m$^2$, close to the expected factor of four. A uniform reduction of $B$ by 2.7\% together with $C$ gives only $65.2^\circ$. The reduction grows with the angle (1.2\% at $45^\circ$, 2.2\% at $65^\circ$), and including this dependence gives $64.65^\circ$. The twist coefficient in \eqref{eq:twist} is $2\times10^{-5}$ mJ/m$^2$. With the total torque in place of $\bar J\sin\theta$, the twist energy vanishes at the minimum and is about $7\times10^{-5}$ mJ/m$^2$ at $140^\circ$, negligible here.

Narrower terraces weaken $B$. The condition $2B=\bar J$ is reached at $L=12.2$ nm; in the full functional \eqref{eq:functional} the parallel state loses stability, continuously, at $12.25$ nm. At $L=10$ nm, $B=0.0073$ mJ/m$^2$ and $2B<\bar J$; the parallel state then had the lowest grid energy among all angles tested.

All these numbers are for exchange alone. In a real film the rotations also create magnetic charges of density $-\partial_xM_x$. For a single film magnetized along the stripes, with the rotation taken as uniform in depth, their field adds $\tfrac12\mu_0M_s^2[D-(1-e^{-kD})/k]$ to $K$, where $M_s$ is the saturation magnetization. For the first harmonic this is 0.24 mJ/m$^2$ at $M_s=0.8$ MA/m, a third of $K$, and 1.1 mJ/m$^2$ at $1.7$ MA/m, more than $K$. The charges of the two films partly cancel or reinforce each other, depending on how the magnetizations lie relative to the stripes. For a 1 nm spacer and $\theta=65^\circ$, second-order theory with these charges lowers $B$ to 0.021--0.022 mJ/m$^2$ at $0.8$ MA/m and to 0.015--0.019 mJ/m$^2$ at $1.7$ MA/m, depending on orientation. Anisotropy can matter as much: for iron, with $K_1\approx48$ kJ/m$^3$, the in-plane fourfold barrier $K_1D/4\approx0.036$ mJ/m$^2$ per film exceeds $B$. The angle near $65^\circ$ is therefore not a prediction for a particular material.

The grid also tests \eqref{eq:main} in weak coupling for unequal films and unequal terrace areas. At four angles between $30^\circ$ and $140^\circ$ the ratio of grid to formula differs from 1 by less than 0.1\%. These and the remaining comparisons are listed in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Stiffness A = 10.0 pJ/m
Film thickness D = 3.0 nm
Terrace width L = 20.0 nm
Terrace couplings Ja, Jb = 0.22, -0.18 mJ/m^2
Mean coupling = 0.0200 mJ/m^2
Fluctuation amplitude = 0.2000 mJ/m^2
First wave number = 0.15708 1/nm
First k*D = 0.47124
First-mode stiffness K = 0.68989 mJ/m^2
B, all harmonics = 0.024083 mJ/m^2
B, first harmonic = 0.023498 mJ/m^2
B, thick-film formula = 0.010855 mJ/m^2
B, thin-film formula = 0.022222 mJ/m^2
B converted = 1.5468e-08 hartree/bohr^2
cos(theta), formula = 0.41524
Canting angle, formula = 65.47 degrees
Canting angle, grid = 64.63 degrees
Energy at minimum, formula = -0.028235 mJ/m^2
Energy at minimum, grid = -0.027590 mJ/m^2
Parallel energy, grid = -0.020000 mJ/m^2
Antiparallel energy, grid = 0.020000 mJ/m^2
Centre rotation, formula = -18.42 degrees
Centre rotation a, grid = -17.21 degrees
Centre rotation b, grid = 17.68 degrees
Local angle a, grid = 47.42 degrees
Local angle b, grid = 82.31 degrees
Correction coefficient C = 0.000684 mJ/m^2
Twist coefficient, both films = 2.000e-05 mJ/m^2
Critical terrace width = 12.171 nm
B at L = 10 nm: 0.007276 mJ/m^2
Grid/formula B, unequal films, 30/70/90/140 degrees:
  0.99988, 1.00003, 1.00014, 1.00036
Coupling gain / exchange cost = 2.00001
Grid/thick-limit B (D = 30 nm) = 1.00018
Grid/thin-limit B (D = 0.4 nm) = 1.00190
B ratio, mean J = 0.1 mJ/m^2, 40 deg = 0.90223
B ratio, mean J = 0.1 mJ/m^2, 140 deg = 1.12240
Nonlinear change of B, dJ = 0.1 mJ/m^2: -0.704 %
Nonlinear change of B, dJ = 0.2 mJ/m^2: -2.680 %
\end{verbatim}
